Marker Separation near a Kirkendall Plane: Power Law and Bunching Criterion

**The form fixed by scaling**

Two long blocks of metal are joined at z = 0 and annealed from t = 0. Atoms of the two kinds jump at different rates, so the crystal lattice itself drifts, carrying inert markers with it. While diffusion has not reached the far ends, the couple has no length or time of its own. The diffusivities supply one relation, length² ∝ time, so the lattice velocity has the form

v(z,t) = u(ξ)/√t, ξ = z/√t. (1)

Here u and ξ both have the unit length/√time, so the slope u′ = du/dξ is a pure number. The equations hold in any consistent units.

A marker obeys dz/dt = v(z,t). Replace z by λz and t by λ²t. Then ξ is unchanged and v becomes v/λ, which is also how dz/dt changes. A scaled marker path is therefore another marker path. A path that scales into itself has constant ξ:

z_K = ξ_K √t. (2)

This is a Kirkendall plane: a lattice plane that moves parabolically from the original interface. Its velocity is ξ_K/(2√t), and it must equal u(ξ_K)/√t. Hence

u(ξ_K) = ξ_K/2. (3)

Now let a second marker lie a very small distance δz from the plane. To first order δz is multiplied between t₀ and t by a factor R. Scaling both times by λ² cannot change this factor, so R depends on t/t₀ alone. Growth over successive intervals multiplies:

R(ab) = R(a) R(b).

Differentiate with respect to b and set b = 1. With m = R′(1) and R(1) = 1,

a R′(a) = m R(a), so R(a) = aᵐ.

Scaling thus demands a power law,

δz(t) = δz(t₀) (t/t₀)ᵐ, (4)

but leaves m open. The two derivations below both give m = u′(ξ_K), one from the motion of markers and the other from counting atoms.

**First derivation: following the markers**

Subtract the equations of motion of the two markers and keep the first order in δz:

dδz/dt = (∂v/∂z) δz.

Since ∂ξ/∂z = 1/√t, equation (1) gives

∂v/∂z = (1/√t) u′(ξ) (1/√t) = u′(ξ)/t.

The first marker stays on the plane, so ξ = ξ_K throughout and u′ is a constant:

dδz/dt = u′(ξ_K) δz/t.

Dividing by δz and integrating gives ln[δz(t)/δz(t₀)] = u′(ξ_K) ln(t/t₀), which is (4) with

m = u′(ξ_K). (5)

A negative slope brings markers together in real distance; a positive slope moves them apart.

Bunching must be distinguished from attraction to the plane. Put s = ln t. Because ξ = z/√t,

dξ/ds = t [v/√t − z/(2t^(3/2))] = u(ξ) − ξ/2 ≡ g(ξ). (6)

The Kirkendall planes are the zeros of g, and near one of them

dδξ/ds = (m − 1/2) δξ, so δξ ∝ t^(m−1/2). (7)

There are three regimes. For m < 0 markers bunch. For 0 < m < 1/2 they separate, but more slowly than the diffusion zone widens, so the plane still attracts them in ξ. For m > 1/2 the plane repels them even in ξ, and the power law holds while they remain close to it. At m = 1/2 the linear term vanishes and higher derivatives of u decide.

If u is continuous and bounded, g is positive far to the left and negative far to the right, so at least one plane exists. If all zeros are simple, g changes sign at each, and attracting planes (g falling) alternate with repelling ones (g rising). The outermost ones attract.

For a finite separation, let y = ξ − ξ_K and κ = 1/2 − m > 0. For smooth u, Taylor expansion of (6) gives

d ln|y|/ds = −κ + O(y).

Once y is small it decays exponentially in s, so the integral of the O(y) term converges. Therefore y approaches a nonzero constant times t^(−κ), and z − z_K = y√t approaches a constant times tᵐ. For an attracting plane the law is thus the late-time law of finite separations too.

The constant contains the original position z₀ of a marker placed before the anneal. Scaling requires

z(t) = |z₀| F±(t/z₀²),

with one function F for each side. At late times y = C± (t/z₀²)^(−κ), if the marker is drawn to this plane. Multiplying by √t and using 2κ = 1 − 2m,

z − z_K = C± |z₀|^(1−2m) tᵐ. (8)

For m < 0 the power of |z₀| exceeds one: markers that start closer to the interface are compressed by a larger factor.

**Second derivation: counting atoms in a lattice layer**

The second route uses Darken's model. Let X be the atomic fraction of A, and let both kinds of atom have the same constant atomic volume Ω. The vacancy fraction is negligible as a volume, sources and sinks hold it near equilibrium, no pores form, and lattice planes are added or removed along z only. Relative to the lattice, the fluxes are

J_A = −(D_A/Ω) ∂X/∂z, J_B = +(D_B/Ω) ∂X/∂z. (9)

The second sign is positive because the fraction of B is 1 − X. The intrinsic diffusivities D_A and D_B are positive functions of X.

Consider the layer of lattice between two neighbouring markers that enclose the Kirkendall plane. Its width is w, and per unit area it holds

N_A = Xw/Ω, N_B = (1 − X)w/Ω.

Its contents change by the difference of the fluxes at its two faces:

dN_A/dt = −w ∂J_A/∂z, dN_B/dt = −w ∂J_B/∂z.

By scaling, X depends on ξ alone. With primes for d/dξ, ∂X/∂z = X′/√t, and a further z-derivative gives another factor 1/√t:

−∂J_A/∂z = (D_A X′)′/(Ωt), −∂J_B/∂z = −(D_B X′)′/(Ωt).

The thin layer stays at ξ_K, so its composition is constant. N_A, N_B and w then all grow at the same relative rate. Call this rate p/t, so that dN_A/dt = pXw/(Ωt), and similarly for B. Cancelling w/(Ωt),

pX = (D_A X′)′, p(1 − X) = −(D_B X′)′. (10)

Adding the two equations gives

p = [(D_A − D_B) X′]′. (11)

The right side is a constant at ξ_K, so w ∝ tᵖ. The bracket is u. To see this, note that in the frame of the distant, undisturbed ends the total volume flux is zero, because constant atomic volumes make it uniform and it vanishes far away:

Ω(J_A + J_B) + v = 0.

Inserting (9),

v = (D_A − D_B) ∂X/∂z, so u = (D_A − D_B) X′. (12)

Hence p = u′(ξ_K) = m, as in the first derivation.

Equations (10) contain more than their sum. Write D_A′ and D_B′ for d/dξ, and expand:

D_A′X′ + D_A X″ = mX,
D_B′X′ + D_B X″ = −m(1 − X).

Multiply the first by D_B, the second by D_A, and subtract. The terms in X″ cancel:

X′(D_A′D_B − D_B′D_A) = m[(1 − X)D_A + X D_B].

The bracket on the right is the interdiffusion coefficient D̃. Since D_A′ = X′ dD_A/dX, and likewise for B, the left side is X′² D_A D_B d ln(D_A/D_B)/dX. Thus

m = X′² (D_A D_B/D̃) d ln(D_A/D_B)/dX, at ξ_K. (13)

All factors before the last are positive. In this model markers bunch if and only if D_A/D_B falls as the fraction of A rises at the plane, whichever side of the couple holds A. If the ratio does not depend on composition, m = 0, even when both diffusivities vary and the plane moves.

The same balance shows where the lattice goes. The vacancy flux is −(J_A + J_B) = v/Ω. When m < 0 it converges on the plane, vacancies are annihilated there, and lattice planes disappear at the relative rate |m|/t. When m > 0 vacancies are created and planes are inserted.

To use (13) one needs the profile. In the frame of the ends the flux of A is

J_A + Xv/Ω = −(1/Ω)[D_A − X(D_A − D_B)] ∂X/∂z = −(D̃/Ω) ∂X/∂z.

Conservation gives ∂X/∂t = ∂(D̃ ∂X/∂z)/∂z. At fixed z, ∂ξ/∂t = −ξ/(2t), and therefore

(D̃X′)′ = −ξX′/2. (14)

**What each derivation assumes**

The first derivation needs three things: markers that move with the lattice, the scaling form (1), and a differentiable u. It does not ask why the lattice moves. It therefore survives unequal atomic volumes, or any other law for the fluxes that preserves scaling. It also yields stability and, if u is smooth, the late behaviour of finite separations. It cannot say what sign m has in a given alloy.

The second derivation assumes in addition the flux laws (9), equal constant atomic volumes, and efficient vacancy sinks. In return it relates the sign of m to the diffusivities. If some vacancies collect in pores, its balance fails, because the layer then contains empty volume. The first derivation still applies if the altered velocity keeps the form (1).

Both fail when diffusion reaches the ends of the couple, since the specimen length then enters. Both also require u to be differentiable at the plane. A Kirkendall plane lying on a phase boundary, where u can jump, needs separate treatment.

**Three model couples**

Let pure A fill the left side and pure B the right, and choose

D_A = D₀ exp[b(X − X_c)/2], D_B = D₀ exp[−b(X − X_c)/2].

Then D_A D_B = D₀² and d ln(D_A/D_B)/dX = b. Take D₀ = 10⁻¹⁰ cm²/s = 36 μm²/h. The diffusion length √(D₀t) is √360 = 18.97 μm at 10 h and √3600 = 60 μm at 100 h. Let η = z/√(D₀t). The slope m is the same in η as in ξ, because u and ξ are both divided by √D₀. The profiles below come from numerical solution of (14).

*Bunching: b = −4, X_c = 0.4.* The plane lies at η_K = 0.1941, or 0.1941 × 60 = 11.65 μm after 100 h. There X = 0.4750, dX/dη = −0.3221, D_A/D₀ = 0.8606 and D_B/D₀ = 1.1619. Condition (3) can be checked by hand:

(0.8606 − 1.1619)(−0.3221) = 0.0970 = η_K/2.

The interdiffusion coefficient is

D̃/D₀ = 0.5250 × 0.8606 + 0.4750 × 1.1619 = 1.004,

and (13) gives

m = (0.3221)² × (1/1.004) × (−4) = −0.413.

Direct differentiation of the computed u gives −0.4134. Two markers 4 μm apart, centred on the plane at 10 h, should be 4 × 10^(−0.4134) = 1.544 μm apart at 100 h. Integration of their actual paths gives 1.548 μm.

*Spreading: b = +4, X_c = 0.4.* The plane moves the other way, to −27.55 μm at 100 h. Here X = 0.6170, dX/dη = −0.2564 and D̃/D₀ = 0.383 × 1.5434 + 0.617 × 0.6479 = 0.991, so

m = (0.2564)² × 4/0.991 = 0.265.

The same initial pair widens from 4 to 7.37 μm. In units of the diffusion length, however, it shrinks from 4/18.97 = 0.211 to 7.37/60 = 0.123: the markers separate while the plane attracts them.

*Splitting: b = +10, X_c = 0.5.* By symmetry one plane stays at z = 0, with m = 0.7916. It repels. Markers placed off the interface before the anneal start at large |ξ| and cannot cross the outer planes, so a close pair around the central plane must be imagined as marked in the lattice at 10 h. Such a 4 μm pair grows to 24.48 μm, against 24.76 μm from the linear law; the 1% difference is the effect of finite separation. Two attracting planes lie at ±121.0 μm after 100 h, each with slope 0.208. Markers placed at ±0.1 μm before the anneal reach ±121.3 μm. One original interface has thus supplied markers to two planes.

The neutral case was tested with D_A = 4D_B and D_B = D₀ exp[1.5(X − 0.5)]. The plane moves, with η_K = −1.2145, yet the computed |m| is 8 × 10⁻⁹, zero to numerical accuracy.

A further test treats the couple as a stack of lattice layers that exchange A and B by (9), each layer's width being the volume of its contents. It uses neither u nor ξ. Over the last fourfold increase in time, the two layers beside the original interface change width with exponent −0.4133 in the bunching couple and 0.2660 in the spreading one. The slopes of u are −0.4134 and 0.2654.

The memory of initial spacing in (8) is strong. In the bunching couple, markers placed symmetrically 10 μm apart before the anneal are 1.12 μm apart after 100 h; those placed 20 μm apart end at 3.97 μm. The ratio is 3.54, close to the small-spacing value 2^(1−2m) = 3.547. The numerical output gives the remaining values.

**Beside a real couple**

The chosen D₀, with a temperature of 1300 K, is in the rough regime of copper–nickel couples, but the composition laws are not those of that alloy. In the bunching couple D_A/D_B runs from 4.95 in pure B to 0.091 in pure A, a factor of about 55 with a crossing through one. In the splitting couple the ratio changes by a factor of about 22,000, a deliberately extreme choice. The estimates that follow are for the bunching couple.

The largest computed change in m arises if the inputs are read as tracer rather than intrinsic diffusivities. Correlated vacancy jumps then couple the two fluxes. Manning's random-alloy relation, taken here without derivation and with an ideal thermodynamic factor, multiplies D_A by 1 + XW and D_B by 1 − (1 − X)W, where

W = [(1 − f)/f] (D_A − D_B)/[X D_A + (1 − X)D_B], f = 0.7815 for fcc.

The slope becomes −0.54 instead of −0.41, so bunching is stronger. This is only a rough size: near both ends of the couple the relation gives a negative intrinsic diffusivity, so it cannot be trusted there. In pure B, W = 0.2796 × 3.95 = 1.10, and the corrected D_B is slightly negative. In pure A, W = −2.80, and the corrected D_A is −0.54 D₀; it is negative above X ≈ 0.90. If the inputs are intrinsic diffusivities, the effect is already contained in them. Reducing the atomic volume of B by 7% changes the layer exponent by 0.001 in this couple; in the spreading couple the same reduction changes m by about 0.008.

Vacancy sinks limit the description at short distances. For a dislocation density ρ = 10⁸ cm⁻², at the high end for a metal held near 1300 K, their spacing is about 1/√ρ = 1 μm. A smooth lattice velocity has no clear meaning below this distance. The markers started at ±0.1 μm in the splitting couple are closer together than this, so their paths illustrate the equations, not a real specimen. The power law would bring the 4 μm pair to it at

t = 10 h × (1/4)^(1/m) ≈ 290 h,

and should not be extrapolated further. At this density the vacancy excess is small. Sinks remove an excess fraction δc at a rate of about ρD_v δc, which must balance |m|/t. With equilibrium vacancy fraction c_v and c_v D_v ≈ D₀,

δc/c_v ≈ |m|/(ρD₀t) = 0.413/360 ≈ 0.1% at 10 h.

These figures depend on ρ. For ρ = 10⁶ cm⁻², typical of a well-annealed metal, the spacing is 10 μm, wider than the 4 μm pair, and the excess at 10 h is about 11%. The gradient of the excess drives a vacancy flux of its own, which smooths the lattice velocity over a distance of about 1/√ρ and breaks the scaling form (1). A rough estimate that leaves the composition profile unchanged gives a mean exponent between 10 and 100 h of about −0.41, −0.39 and −0.30 for ρ = 10⁸, 10⁷ and 10⁶ cm⁻².

Pores matter more, because they accumulate. Suppose that a thin layer at the plane is free of pores at 10 h, that atoms leave it at the same relative rate as before, and that from then on 5% of the arriving vacancies are trapped in pores. Between 10 and 100 h the volume of the atoms in the layer falls to 10^(−0.413) = 0.386 of its first value. The pores take up 5% of the loss, or 0.05 × 0.614 = 0.031. The porosity gained is then about

0.031/(0.386 + 0.031) ≈ 7%.

Pores formed before 10 h would raise the porosity further. The 4.76% in the numerical output adds up the pore volume formed at each moment relative to the volume of the atoms in the layer at that moment. It leaves out the later shrinkage of the layer, which concentrates the older pores. The layer shrinks to 0.417 of its first width instead of 0.386, so its mean exponent over this interval is about −0.38 instead of −0.41.

A furnace drift of δT = 5 K at an activation energy Q = 2.5 eV changes the diffusivities by QδT/(k_B T²) ≈ 9%. If all of them change by a common factor h(t), equation (14) and the marker equation keep their form with t replaced by ∫h dt. Measured in this new time, the exponent is unchanged. Against t itself, the separation need not follow a power law. If the ratio D_A/D_B also varies with temperature, this replacement fails, and a single power law need not hold.

Computed results

```
D0 = 1.0e-10 cm2/s; temperature = 1300 K
diffusion length sqrt(D0 t): 18.97 um at 10 h, 60.00 um at 100 h
[bunching] b = -4, Xc = 0.4; D_A/D_B at X=0: 4.95, at X=1: 0.0907
  plane: eta_K = 0.1941, X_K = 0.4750, z_K(100 h) = 11.65 um
  at plane: dX/deta = -0.3221, D_A/D0 = 0.8606, D_B/D0 = 1.1619
  slope m = -0.4134; exponent from marker paths = -0.4134; m - 1/2 = -0.9134
  separation: 4.00 um at 10 h -> 1.548 um at 100 h (power law 1.544 um)
[spreading] b = 4, Xc = 0.4; D_A/D_B at X=0: 0.202, at X=1: 11
  plane: eta_K = -0.4592, X_K = 0.6170, z_K(100 h) = -27.55 um
  at plane: dX/deta = -0.2564, D_A/D0 = 1.5434, D_B/D0 = 0.6479
  slope m = 0.2654; exponent from marker paths = 0.2654; m - 1/2 = -0.2346
  separation: 4.00 um at 10 h -> 7.367 um at 100 h (power law 7.371 um)
[splitting] b = 10, Xc = 0.5; D_A/D_B at X=0: 0.00674, at X=1: 148
  plane: eta_K = -0.0000, X_K = 0.5000, z_K(100 h) = -0.00 um
  at plane: dX/deta = -0.2814, D_A/D0 = 1.0000, D_B/D0 = 1.0000
  slope m = 0.7916; exponent from marker paths = 0.7916; m - 1/2 = 0.2916
  separation: 4.00 um at 10 h -> 24.483 um at 100 h (power law 24.756 um)
lattice-layer exponent, bunching: -0.4133; interface at eta = 0.1941
lattice-layer exponent, spreading: 0.2660; interface at eta = -0.4573
constant ratio D_A/D_B = 4: eta_K = -1.2145, |m| = 8.4e-09
doubling a small initial spacing multiplies late spacing by 3.5472; 2**(1-2m) = 3.5472
bunching, initial spacing 10 um -> 1.122 um at 100 h
bunching, initial spacing 20 um -> 3.973 um at 100 h
splitting, outer planes at 100 h: -121.00 and 121.00 um; slopes 0.2081, 0.2081
markers initially at -0.1 and 0.1 um reach -121.34 and 121.34 um
vacancy wind (fcc correlation factor 0.7815): m = -0.5420 instead of -0.4134
atomic volume ratio B/A = 0.93: layer exponent = -0.4123 instead of -0.4133
dislocation density 1e+08 cm-2: sink spacing = 1.00 um
relative vacancy supersaturation at 10 h, estimate = 0.115 %
power law brings the 4 um pair to the sink spacing at 286 h
if 5 % of vacancies form pores: local porosity gained from 10 to 100 h, estimate = 4.76 %
furnace drift 5 K, activation energy 2.5 eV: diffusivity change = 8.6 %
```
